**Periodic heat current and the flux missed by wrapped positions**

The program tests $dD_s/dt=J-L\Phi(s)$ for a two-dimensional crystal of 64 beads with a smoothly cut Morse bond. Here $D_s$ is the energy moment with positions wrapped at the cell edge $s$, $L$ is the cell length, $\Phi(s)$ is the energy flux through the edge, and $J=\sum_iE_iv_{ix}+\frac12\sum_{ij}x_{ij}P_{ij}$ uses minimum-image separations $x_{ij}$ and bond powers $P_{ij}$. It asserts that numerical time derivatives agree with this relation for three edges, and that the bond part of $J$ equals the plane-integrated flux counted with explicit images. It also asserts the predicted jumps when a bead crosses the edge, the agreement with an open strip, and the failure of the minimum-image form in a cell that is too short. In the snapshot $J$ is 0.3995 eV nm/ps, while the wrapped derivative ranges from −1.72 to 4.35 eV nm/ps over the three tested edges. In 32 trajectories the mean square of the integrated current grows from 2.34 to 8.71 eV² nm² between 3 and 6 ps, while the wrapped and unwrapped moments level off. The apparent conductivity of 4.4 W/(m K) at 6 ps is still rising and is not a converged value.

## Program and output

```python
# Heat current of a periodic classical crystal.
# Result under test: J = sum_i E_i v_i + (1/2) sum_ij x_ij P_ij, where x_ij is
# the minimum-image separation and P_ij = F_ij.(v_i+v_j)/2 is the power that
# bead i receives from bead j. The moment D_s = sum_i ((x_i-s) mod L) E_i obeys
# dD_s/dt = J - L*Phi(s), with Phi(s) the energy flux through the cell edge s.
# Internal units: nm, ps, eV; mass in eV ps^2/nm^2. Heat flows along x.
# Model: one bead per MoS2 formula unit, in-plane motion, smoothly cut Morse bond.
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(7)
TEMP = 300.0
KT = const.k * TEMP / const.e
MASS_U = 95.95 + 2 * 32.06
MASS = MASS_U * const.atomic_mass * 1e6 / const.e
A = 0.316          # bead spacing, nm
WELL = 1.6         # Morse depth, eV
ALPHA = 14.0       # Morse inverse width, 1/nm
ON, CUT = 0.40, 0.50   # smooth cutoff begins and ends, nm
THICK = 0.615      # rough layer thickness, nm
NX, NY = 8, 8
N = NX * NY
CELL = np.array([NX * A, NY * A * np.sqrt(3) / 2])
L = CELL[0]


def pair(r):
    """Pair energy and its radial derivative."""
    t = np.clip((r - ON) / (CUT - ON), 0.0, 1.0)
    s = 1 - t * t * t * (10 - 15 * t + 6 * t * t)
    ds = -30 * (t * (1 - t))**2 / (CUT - ON)
    e = np.exp(-ALPHA * (r - A))
    morse = WELL * (e * e - 2 * e)
    slope = 2 * WELL * ALPHA * (e - e * e)
    return morse * s, slope * s + morse * ds


def geometry(pos, nbr, cell):
    """Minimum-image separations, pair energies, forces on i from j."""
    sep = pos[..., :, None, :] - pos[..., nbr, :]
    sep = sep - cell * np.round(sep / cell)
    r = np.sqrt(sep[..., 0]**2 + sep[..., 1]**2)
    phi, slope = pair(r)
    return sep, phi, -(slope / r)[..., None] * sep


def energies(vel, phi):
    """Bead energies, measured from the crystal at rest."""
    kinetic = 0.5 * MASS * (vel**2).sum(-1)
    return kinetic + 0.5 * phi.sum(-1) + 3 * WELL


def powers(vel, nbr, force):
    vsum = vel[..., :, None, :] + vel[..., nbr, :]
    return 0.5 * (force * vsum).sum(-1)


def heat_current(pos, vel, nbr, cell):
    sep, phi, force = geometry(pos, nbr, cell)
    energy = energies(vel, phi)
    power = powers(vel, nbr, force)
    convective = (energy * vel[..., 0]).sum(-1)
    bond = 0.5 * (sep[..., 0] * power).sum((-1, -2))
    return convective, bond, energy, power.sum(-1)


def all_others(n):
    return np.array([[j for j in range(n) if j != i] for i in range(n)])


def advance(pos, vel, nbr, cell, h):
    """Short Taylor step along the true motion."""
    acc = geometry(pos, nbr, cell)[2].sum(-2) / MASS
    return pos + h * vel + 0.5 * h * h * acc, vel + h * acc


def time_rate(func, pos, vel, nbr, cell, h=1e-5):
    """Central time difference of func(pos, vel)."""
    later = func(*advance(pos, vel, nbr, cell, h))
    earlier = func(*advance(pos, vel, nbr, cell, -h))
    return (later - earlier) / (2 * h)


# The coded slope is the derivative of the coded pair energy.
r_grid = np.linspace(0.28, 0.52, 97)
slope_fd = (pair(r_grid + 1e-6)[0] - pair(r_grid - 1e-6)[0]) / 2e-6
assert np.max(np.abs(slope_fd - pair(r_grid)[1])) < 1e-5
assert max(abs(np.array(pair(CUT - 1e-7)))) < 1e-6

# Crystal, neighbour table, and vibrations from a numerical Hessian.
column = np.tile(np.arange(NX), NY)
row = np.repeat(np.arange(NY), NX)
lattice = np.stack([(column + 0.5 * (row % 2)) * A,
                    row * A * np.sqrt(3) / 2], axis=1)
everyone = all_others(N)
sep0 = geometry(lattice, everyone, CELL)[0]
near = np.linalg.norm(sep0, axis=-1) < ON
assert np.all(near.sum(1) == 6) and CUT < CELL.min() / 2
nn = np.array([everyone[i][near[i]] for i in range(N)])

dh = 1e-5
kicks = dh * np.eye(2 * N).reshape(2 * N, N, 2)
f_plus = geometry(lattice + kicks, nn, CELL)[2].sum(-2)
f_minus = geometry(lattice - kicks, nn, CELL)[2].sum(-2)
hessian = -(f_plus - f_minus).reshape(2 * N, 2 * N) / (2 * dh)
hessian = 0.5 * (hessian + hessian.T)
w2, modes = np.linalg.eigh(hessian / MASS)
assert abs(w2[1]) < 1e-3 and w2[2] > 1.0
omega = np.sqrt(w2[2:])

q = 0.3
from_first = lattice - lattice[0]
from_first = from_first - CELL * np.round(from_first / CELL)
blocks = hessian[:2].reshape(2, N, 2)
dyn = np.einsum('anb,n->ab', blocks, np.cos(q * from_first[:, 0])) / MASS
c_trans, c_long = np.sqrt(np.linalg.eigvalsh(dyn)) / q
spring = 2 * WELL * ALPHA**2
assert abs(c_long / (A * np.sqrt(9 * spring / (8 * MASS))) - 1) < 2e-3

# Independent thermal starting states with zero total momentum.
REPLICAS = 32
amps = rng.normal(size=(REPLICAS, 2 * N - 2)) * np.sqrt(KT / MASS) / omega
pos = lattice + (amps @ modes[:, 2:].T).reshape(REPLICAS, N, 2)
vel = rng.normal(size=(REPLICAS, N, 2)) * np.sqrt(KT / MASS)
vel -= vel.mean(axis=1, keepdims=True)

# Snapshot: energy balance of every bead.
x0, v0 = pos[0].copy(), vel[0].copy()
conv, bond, e0, edot = heat_current(x0, v0, everyone, CELL)
J0 = conv + bond


def bead_energy(p, v):
    return energies(v, geometry(p, everyone, CELL)[1])


edot_fd = time_rate(bead_energy, x0, v0, everyone, CELL)
assert np.max(np.abs(edot_fd - edot)) < 1e-5


def plane_fluxes(p, v, planes):
    """Bond power through planes, counted with explicit periodic images."""
    base = np.stack([p[:, 0] % L, p[:, 1]], axis=1)
    recv = np.concatenate([base + [a * L, 0] for a in (-1, 0, 1)])
    give = np.concatenate([base + [a * L, b * CELL[1]]
                           for a in (-1, 0, 1) for b in (-1, 0, 1)])
    v_recv, v_give = np.tile(v, (3, 1)), np.tile(v, (9, 1))
    diff = recv[:, None] - give[None]
    dist = np.linalg.norm(diff, axis=-1)
    i, j = np.nonzero((dist > 1e-9) & (dist < CUT))
    force = -(pair(dist[i, j])[1] / dist[i, j])[:, None] * diff[i, j]
    gain = 0.5 * (force * (v_recv[i] + v_give[j])).sum(-1)
    right, left = recv[i, 0], give[j, 0]
    return np.array([gain[(right > s) & (left < s)].sum() for s in planes])


# Flux is constant between neighbouring bead positions: exact plane average.
knots = np.sort(x0[:, 0] % L)
gaps = np.diff(np.append(knots, knots[0] + L))
mids = (knots + 0.5 * gaps) % L
plane_average = (gaps * plane_fluxes(x0, v0, mids)).sum()
assert abs(plane_average - bond) < 1e-8


def wrapped_moment(s):
    return lambda p, v: (((p[:, 0] - s) % L) * bead_energy(p, v)).sum()


edges = np.array([0.25 * A, 0.75 * A, 4.25 * A])
edge_flux = plane_fluxes(x0, v0, edges)
wrapped_rates = np.array([time_rate(wrapped_moment(s), x0, v0, everyone, CELL)
                          for s in edges])
assert np.max(np.abs(wrapped_rates - (J0 - L * edge_flux))) < 1e-4
assert np.ptp(wrapped_rates) > 0.1


def wrapped_expression(p, v, s):
    """Wrapped derivative with the crossing impulses left out."""
    c, _, _, rate = heat_current(p, v, everyone, CELL)
    return c + (((p[:, 0] - s) % L) * rate).sum()


edge_mean = sum(g * wrapped_expression(x0, v0, s)
                for g, s in zip(gaps, mids)) / L
assert abs(edge_mean - conv) < 1e-8

# One bead crosses the edge during an actual short motion.
k = np.argmax(np.abs(edot))
direction = np.sign(v0[k, 0])
delta = 1e-7
s_cross = x0[k, 0] + delta * v0[k, 0]
x1, v1 = advance(x0, v0, everyone, CELL, 2 * delta)
w_before = wrapped_expression(x0, v0, s_cross)
w_after = wrapped_expression(x1, v1, s_cross)
J1 = sum(heat_current(x1, v1, everyone, CELL)[:2])
moment_jump = (wrapped_moment(s_cross)(x1, v1)
               - wrapped_moment(s_cross)(x0, v0))
assert abs(w_after - w_before + direction * L * edot_fd[k]) < 1e-3
assert abs(moment_jump + direction * L * e0[k]) < 1e-3
assert abs(J1 - J0) < 1e-3

# Strip with a vacuum gap: the ordinary open-system moment is available.
keep = column < 5
xs, vs = x0[keep], v0[keep]
strip_nbr = all_others(len(xs))
open_cell = np.array([1e6, CELL[1]])
s_strip = 2.25 * A
folded = xs.copy()
folded[:, 0] = (folded[:, 0] - s_strip) % L
J_strip = sum(heat_current(folded, vs, strip_nbr, CELL)[:2])


def open_moment(p, v):
    e = energies(v, geometry(p, strip_nbr, open_cell)[1])
    return (p[:, 0] * e).sum()


def cut_moment(p, v):
    e = energies(v, geometry(p, strip_nbr, open_cell)[1])
    return (((p[:, 0] - s_strip) % L) * e).sum()


open_rate = time_rate(open_moment, xs, vs, strip_nbr, open_cell)
cut_rate = time_rate(cut_moment, xs, vs, strip_nbr, open_cell)
assert abs(open_rate - J_strip) < 1e-4
assert abs(cut_rate - J_strip) > 1e-2

# A cell shorter than twice the range spoils the minimum-image current.
short_cell = np.array([0.8, CELL[1]])
two_nbr = all_others(2)
two_vel = np.array([[0.0, 0.3], [0.0, 0.3]])
short_J = [sum(heat_current(np.array([[0.4 + d, 0.1], [0.0, 0.0]]),
                            two_vel, two_nbr, short_cell)[:2])
           for d in (-1e-9, 1e-9)]
short_jump = short_J[1] - short_J[0]
r_two = np.hypot(0.4, 0.1)
force_y = -(pair(r_two + 1e-6)[0] - pair(r_two - 1e-6)[0]) / 2e-6 * 0.1 / r_two
assert abs(short_jump + short_cell[0] * force_y * 0.3) < 1e-6
assert abs(short_jump) > 1e-3

# Molecular dynamics: integrated current against energy moments.
DT, WARM, STEPS = 0.004, 250, 3000
sep, phi, force = geometry(pos, nn, CELL)
J_t = np.empty((STEPS, REPLICAS))
Dw_t, Du_t, E_t, T_t = (np.empty_like(J_t) for _ in range(4))
crossings = 0
cell_index = np.floor(pos[..., 0] / L)
for step in range(-WARM, STEPS):
    vel += 0.5 * DT / MASS * force.sum(-2)
    pos += DT * vel
    sep, phi, force = geometry(pos, nn, CELL)
    vel += 0.5 * DT / MASS * force.sum(-2)
    new_index = np.floor(pos[..., 0] / L)
    if step >= 0:
        energy = energies(vel, phi)
        assert energy.min() >= 0
        power = powers(vel, nn, force)
        J_t[step] = ((energy * vel[..., 0]).sum(-1)
                     + 0.5 * (sep[..., 0] * power).sum((-1, -2)))
        Dw_t[step] = ((pos[..., 0] - L * new_index) * energy).sum(-1)
        Du_t[step] = (pos[..., 0] * energy).sum(-1)
        E_t[step] = energy.sum(-1)
        T_t[step] = MASS * (vel**2).sum((-1, -2)) / (2 * (N - 1))
        crossings += np.count_nonzero(new_index != cell_index)
    cell_index = new_index
    if step % 500 == 499:   # the short neighbour table misses no pair
        full = geometry(pos, everyone, CELL)[2].sum(-2)
        assert np.max(np.abs(full - force.sum(-2))) < 1e-8

assert np.max(np.abs(E_t / E_t[0] - 1)) < 0.01
assert np.all(Dw_t >= 0) and np.all(Dw_t <= L * E_t)
Q_t = np.zeros_like(J_t)
Q_t[1:] = np.cumsum(0.5 * DT * (J_t[1:] + J_t[:-1]), axis=0)
temp_md = T_t.mean() * const.e / const.k
volume = CELL.prod() * THICK * 1e-27


def spread(series, lag):
    """Mean squared change for each replica."""
    n = int(round(lag / DT))
    return ((series[n:] - series[:-n])**2).mean(axis=0)


def apparent_kappa(series, lag):
    """Finite-time conductivity and standard error, W/(m K)."""
    factor = const.e**2 * 1e-18 / (2 * const.k * TEMP**2 * volume * lag * 1e-12)
    values = factor * spread(series, lag)
    return values.mean(), values.std(ddof=1) / np.sqrt(REPLICAS)


lags = (1.5, 3.0, 6.0)
msd_q, msd_w, msd_u = ([spread(s, t).mean() for t in lags]
                       for s in (Q_t, Dw_t, Du_t))
assert msd_q[2] > 1.4 * msd_q[1]
assert msd_w[2] < 1.4 * msd_w[1] and msd_u[2] < 1.4 * msd_u[1]
assert msd_q[2] > 10 * max(msd_w[2], msd_u[2])

# Size of neglected effects, from rough typical inputs for a MoS2 channel.
KAPPA_ROUGH = 50.0      # W/(m K)
G_SUB = 15e6            # W/(m2 K)
CARRIERS, MOBILITY = 1e13, 50.0   # 1/cm2, cm2/(V s)
OPTICAL = 0.050         # eV


def quantum_ratio(x):
    return (0.5 * x / np.sinh(0.5 * x))**2


hbar_omega = const.hbar * omega * 1e12 / const.e
cv_ratio = quantum_ratio(hbar_omega / KT).mean()
bead_area = CELL.prod() / N * 1e-18
sheet_kappa = KAPPA_ROUGH * THICK * 1e-9
speed = 0.5 * (c_long + c_trans) * 1e3
mfp = 2 * sheet_kappa / (2 * const.k / bead_area * speed) * 1e9
cool_time = 9 * const.k / bead_area / G_SUB * 1e12
healing = np.sqrt(sheet_kappa / G_SUB) * 1e9
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
electron_share = (lorenz * TEMP * const.e * CARRIERS * MOBILITY) / sheet_kappa

print(f"Temperature set: {TEMP:.0f} K; kT = {KT*1e3:.2f} meV")
print(f"Bead mass: {MASS_U:.2f} u; spacing: {A:.3f} nm")
print(f"Morse depth: {WELL:.1f} eV; inverse width: {ALPHA:.0f} 1/nm")
print(f"Smooth cutoff: {ON:.2f} to {CUT:.2f} nm")
print(f"Beads: {N}; cell: {L:.3f} x {CELL[1]:.3f} nm; thickness {THICK} nm")
print(f"Sound speeds: long. {c_long:.2f}, transv. {c_trans:.2f} km/s")
print(f"Snapshot convective part: {conv:.4f} eV nm/ps")
print(f"Snapshot bond part: {bond:.4f} eV nm/ps")
print(f"Bond part from plane average: {plane_average:.4f} eV nm/ps")
print(f"Snapshot J: {J0:.4f} eV nm/ps")
for s, f, d in zip(edges, edge_flux, wrapped_rates):
    print(f"Edge {s:.3f} nm: flux {f:.4f} eV/ps, dD/dt {d:.4f} eV nm/ps")
print(f"Wrapped expression, edge average: {edge_mean:.4f} eV nm/ps")
print(f"Crossing bead: E = {e0[k]:.4f} eV, dE/dt = {edot[k]:.4f} eV/ps")
print(f"Crossing direction along x: {direction:+.0f}")
print(f"Wrapped expression before: {w_before:.4f} eV nm/ps")
print(f"Wrapped expression after: {w_after:.4f} eV nm/ps")
print(f"Moment jump at crossing: {moment_jump:.4f} eV nm")
print(f"Minimum-image J before, after: {J0:.4f}, {J1:.4f} eV nm/ps")
print(f"Gap strip, minimum-image J: {J_strip:.4f} eV nm/ps")
print(f"Gap strip, open dD/dt: {open_rate:.4f} eV nm/ps")
print(f"Gap strip, edge through strip: {cut_rate:.4f} eV nm/ps")
print(f"Too-short cell (0.8 nm), jump in J: {short_jump:.4f} eV nm/ps")
print(f"MD: {REPLICAS} runs of {STEPS*DT:.0f} ps, step {DT*1e3:.0f} fs")
print(f"MD mean temperature: {temp_md:.1f} K")
print(f"Edge crossings per run: {crossings/REPLICAS:.1f}")
print(f"Mean moment bound L*E: {(L*E_t).mean():.2f} eV nm")
for n, t in enumerate(lags):
    print(f"Lag {t:.1f} ps, mean squares in eV2 nm2: int J {msd_q[n]:.3f},")
    print(f"  wrapped {msd_w[n]:.4f}, unwrapped {msd_u[n]:.4f}")
for name, series in (("int J", Q_t), ("wrapped", Dw_t), ("unwrapped", Du_t)):
    for t in lags[1:]:
        value, error = apparent_kappa(series, t)
        print(f"Apparent kappa, {name}, {t:.0f} ps: "
              f"{value:.3f} +/- {error:.3f} W/(m K)")
print(f"rms energy passed round ring in 6 ps: {np.sqrt(msd_q[2])/L:.3f} eV")
print(f"Top model phonon: {hbar_omega.max()*1e3:.1f} meV")
print(f"Quantum/classical heat capacity, model: {cv_ratio:.3f}")
print(f"Same for a rough {OPTICAL*1e3:.0f} meV optical mode: "
      f"{quantum_ratio(OPTICAL/KT):.2f}")
print(f"Phonon branches kept: 2 of 9 = {2/9:.2f}")
print(f"Rough inputs: kappa {KAPPA_ROUGH:.0f} W/(m K), "
      f"substrate {G_SUB/1e6:.0f} MW/(m2 K)")
print(f"Rough inputs: {CARRIERS:.0e} 1/cm2, {MOBILITY:.0f} cm2/(V s)")
print(f"Rough mean free path: {mfp:.0f} nm = {mfp/L:.0f} cell lengths")
print(f"Cooling time to substrate: {cool_time:.0f} ps")
print(f"Thermal healing length: {healing:.0f} nm")
print(f"Electron/lattice heat conduction: {electron_share*100:.1f} %")
print("success")
```

Running it gives:

```
Temperature set: 300 K; kT = 25.85 meV
Bead mass: 160.07 u; spacing: 0.316 nm
Morse depth: 1.6 eV; inverse width: 14 1/nm
Smooth cutoff: 0.40 to 0.50 nm
Beads: 64; cell: 2.528 x 2.189 nm; thickness 0.615 nm
Sound speeds: long. 6.51, transv. 3.76 km/s
Snapshot convective part: -0.0285 eV nm/ps
Snapshot bond part: 0.4280 eV nm/ps
Bond part from plane average: 0.4280 eV nm/ps
Snapshot J: 0.3995 eV nm/ps
Edge 0.079 nm: flux 0.8379 eV/ps, dD/dt -1.7188 eV nm/ps
Edge 0.237 nm: flux -1.5614 eV/ps, dD/dt 4.3468 eV nm/ps
Edge 1.343 nm: flux 0.5167 eV/ps, dD/dt -0.9066 eV nm/ps
Wrapped expression, edge average: -0.0285 eV nm/ps
Crossing bead: E = 0.1435 eV, dE/dt = 1.9356 eV/ps
Crossing direction along x: -1
Wrapped expression before: -5.9677 eV nm/ps
Wrapped expression after: -1.0744 eV nm/ps
Moment jump at crossing: 0.3628 eV nm
Minimum-image J before, after: 0.3995, 0.3995 eV nm/ps
Gap strip, minimum-image J: -0.3318 eV nm/ps
Gap strip, open dD/dt: -0.3318 eV nm/ps
Gap strip, edge through strip: 1.9163 eV nm/ps
Too-short cell (0.8 nm), jump in J: 0.6407 eV nm/ps
MD: 32 runs of 12 ps, step 4 fs
MD mean temperature: 292.6 K
Edge crossings per run: 389.0
Mean moment bound L*E: 8.04 eV nm
Lag 1.5 ps, mean squares in eV2 nm2: int J 0.619,
  wrapped 0.0912, unwrapped 0.0615
Lag 3.0 ps, mean squares in eV2 nm2: int J 2.337,
  wrapped 0.1111, unwrapped 0.0744
Lag 6.0 ps, mean squares in eV2 nm2: int J 8.706,
  wrapped 0.0993, unwrapped 0.0660
Apparent kappa, int J, 3 ps: 2.364 +/- 0.393 W/(m K)
Apparent kappa, int J, 6 ps: 4.403 +/- 0.821 W/(m K)
Apparent kappa, wrapped, 3 ps: 0.112 +/- 0.007 W/(m K)
Apparent kappa, wrapped, 6 ps: 0.050 +/- 0.003 W/(m K)
Apparent kappa, unwrapped, 3 ps: 0.075 +/- 0.005 W/(m K)
Apparent kappa, unwrapped, 6 ps: 0.033 +/- 0.002 W/(m K)
rms energy passed round ring in 6 ps: 1.167 eV
Top model phonon: 31.3 meV
Quantum/classical heat capacity, model: 0.941
Same for a rough 50 meV optical mode: 0.74
Phonon branches kept: 2 of 9 = 0.22
Rough inputs: kappa 50 W/(m K), substrate 15 MW/(m2 K)
Rough inputs: 1e+13 1/cm2, 50 cm2/(V s)
Rough mean free path: 37 nm = 15 cell lengths
Cooling time to substrate: 96 ps
Thermal healing length: 45 nm
Electron/lattice heat conduction: 1.9 %
success
```
